# Rotational Curvature in Molecular Hessians Away from Stationary Points

## The argument under review

The manuscript reports a Hessian of water at a point on a relaxed angle scan. The angle is held at 99.55°, twelve degrees below its RHF/6-31G equilibrium value of 111.55°, and the common bond length is optimized. The method is restricted Hartree–Fock (RHF) in the 6-31G basis, with orbital response from the coupled-perturbed equations. Besides three vibrations, the mass-weighted Hessian gives three numerically vanishing eigenvalues and three others, at 650, −518 and −85 cm⁻¹, where a negative number denotes an imaginary wavenumber.

The author reasons as follows.

1. The energy of an isolated molecule does not change when it is translated or rotated. A nonlinear molecule therefore has six zero eigenvalues at any geometry.
2. The three translations do come out as zero, so the integrals are sound. The three nonzero rotations must come from badly converged coupled-perturbed equations.
3. If the rotational eigenvalues are instead a real effect of the residual gradient, they must be proportional to it, and all three should double when it doubles.
4. Projecting out translations and rotations restores six zeros and so confirms the corrected Hessian.

The premise of the first point is right. What has to be examined is what it implies for a matrix of second derivatives. I quote numbers from the numerical check whose output follows this comment.

## What invariance says about the Hessian

Let $\mathbf R_A$ be the nuclear positions, $E(\mathbf R)$ the Born–Oppenheimer energy without external fields, $\mathbf g_A=\partial E/\partial\mathbf R_A$ the gradient (minus the force), and $H_{AB}$ the $3\times3$ blocks of the Cartesian Hessian. I assume that the approximate energy, like the true one, is invariant under rigid motions.

For a translation by $s\mathbf a$, $E(\mathbf R+s\mathbf a)=E(\mathbf R)$ at every $\mathbf R$. The derivative with respect to $s$ at $s=0$ is

$$\sum_B \mathbf g_B\cdot\mathbf a=0 .$$

This also holds at every geometry, so it may be differentiated with respect to $\mathbf R_A$:

$$\sum_B H_{AB}\,\mathbf a=0 .$$

Translations are null vectors whether or not the gradient vanishes.

For a rotation matrix $U$, $E(U\mathbf R)=E(\mathbf R)$. Differentiating with respect to $\mathbf R_A$ with the chain rule gives $U^{T}\mathbf g_A(U\mathbf R)=\mathbf g_A(\mathbf R)$, or

$$\mathbf g_A(U\mathbf R)=U\,\mathbf g_A(\mathbf R).$$

The gradient is not invariant; it turns with the molecule. For a small angle $\theta$ about the unit vector $\mathbf n$, $U\mathbf x=\mathbf x+\theta\,\mathbf n\times\mathbf x+O(\theta^2)$. The terms linear in $\theta$ give

$$\sum_B H_{AB}(\mathbf n\times\mathbf R_B)=\mathbf n\times\mathbf g_A. \qquad (1)$$

This is where the first point of the manuscript fails. The rotation vector $t_{\mathbf n}$, with atomic blocks $\mathbf n\times\mathbf R_A$, is a null vector of $H$ only if $\mathbf n\times\mathbf g_A=0$ on every atom. That is the case at a stationary point, but also when all atomic gradients are parallel to $\mathbf n$.

The second possibility occurs in ammonia with the nitrogen held 0.90 $a_0$ above the hydrogen plane and the radius of the hydrogen triangle relaxed. By symmetry and by the relaxation, every gradient then lies along the threefold axis; on nitrogen it is 70.0 m$E_h/a_0$. Rotation about that axis remains a null vector, and the program counts four zeros. Translations thus guarantee three zeros, and a particular geometry may have more.

## Why a direction of constant energy has curvature

The energy is constant along the circular arcs on which the atoms move,

$$\mathbf R_A(\theta)=\mathbf R_A+\theta\,\mathbf n\times\mathbf R_A+\tfrac12\theta^2\,\mathbf n\times(\mathbf n\times\mathbf R_A)+\dots$$

Setting the second derivative of $E$ along this path to zero gives two terms: the Hessian acting on the velocity, and the gradient acting on the acceleration,

$$t_{\mathbf n}\cdot Ht_{\mathbf n}+\sum_A\mathbf g_A\cdot[\mathbf n\times(\mathbf n\times\mathbf R_A)]=0 .$$

Since $\mathbf n\times(\mathbf n\times\mathbf R_A)=\mathbf n(\mathbf n\cdot\mathbf R_A)-\mathbf R_A$,

$$t_{\mathbf n}\cdot Ht_{\mathbf n}=\sum_A\left[\mathbf g_A\cdot\mathbf R_A-(\mathbf n\cdot\mathbf g_A)(\mathbf n\cdot\mathbf R_A)\right]\equiv W_{\mathbf n}. \qquad (2)$$

The argument in the manuscript keeps the first term and drops the second. Even where the gradient term vanishes, only the mean curvature $t_{\mathbf n}\cdot Ht_{\mathbf n}$ is zero; by equation (1), $Ht_{\mathbf n}$ itself can remain nonzero, as the in-plane rotation of water shows below.

The geometry of this result is simple. A Hessian probes straight displacements, and $\mathbf R_A+\varepsilon\,\mathbf n\times\mathbf R_A$ is not a rotated molecule. It is a molecule rotated by $\arctan\varepsilon$ whose dimensions perpendicular to $\mathbf n$ have been enlarged by $\sqrt{1+\varepsilon^2}\approx1+\varepsilon^2/2$. To this order the enlargement costs $\tfrac12\varepsilon^2W_{\mathbf n}$. If the enlargement lowers the energy, as it does for water with both bonds compressed at the equilibrium angle, the curvature is negative.

This can be tested with energies alone. For water with both bonds stretched by 5% from equilibrium and $\mathbf n$ normal to the molecular plane, the second difference of the energy along the straight line is 167.68 m$E_h$/rad². Equation (2), evaluated from the gradient, gives 167.66. Turning the same molecule by 0.1 rad along the true arc changes its energy by about $10^{-13}\,E_h$, which is rounding error.

## From mean curvature to eigenvalues

Define $V_{ab}=\sum_A R_{Aa}\,g_{Ab}$. Because the gradients sum to zero, $V$ does not depend on the origin. Because the energy is constant under rotation to first order, $\sum_A\mathbf R_A\times\mathbf g_A=0$, and this makes $V$ symmetric. Equation (2) becomes $W_{\mathbf n}=\mathrm{tr}\,V-V_{nn}$. The trace has its own meaning: it is the derivative of the energy with respect to a uniform scale factor of the molecule.

Vibrational analysis uses $F=M^{-1/2}HM^{-1/2}$, where $M$ holds the nuclear masses. With the origin at the centre of mass, the normalized rotation vector $u$ has blocks

$$u_A=\frac{\sqrt{m_A}\,\mathbf n\times\mathbf R_A}{\sqrt{I_n}},\qquad I_n=\sum_A m_A|\mathbf n\times\mathbf R_A|^2 ,$$

and is orthogonal to the translations, since $\sum_A m_A\mathbf R_A=0$. From equation (1),

$$(Fu)_A=\frac{\mathbf n\times\mathbf g_A}{\sqrt{m_A I_n}},\qquad a\equiv u\cdot Fu=\frac{\mathrm{tr}\,V-V_{nn}}{I_n}. \qquad (3)$$

At a given geometry $a$ is linear in the gradient components. It is a mean curvature, however: $u$ is an eigenvector, with $a$ as its eigenvalue, only if $Fu$ is parallel to $u$.

To find the eigenvalues, remove the translations and use an orthonormal basis of rotations followed by the remaining, vibrational, directions:

$$F=\begin{pmatrix}A&B\\B^T&D\end{pmatrix}.$$

By equation (3), $A$ and $B$ are both linear in the gradient, while $D$ contains the ordinary vibrational curvatures. Let an eigenvector have rotational part $x$ and vibrational part $y$. The lower row, $B^Tx+Dy=\lambda y$, gives $y=-(D-\lambda)^{-1}B^Tx$. Inserting this in the upper row, $Ax+By=\lambda x$, gives

$$\left[A-B(D-\lambda)^{-1}B^T\right]x=\lambda x. \qquad (4)$$

Near a stationary point without vanishing vibrational curvatures, the three small eigenvalues are therefore those of $A$ to first order in the gradient. The coupling to vibrations enters at second order.

If one rotation couples to one vibrational direction of curvature $d$ with strength $c$, equation (4) reads $\lambda=a-c^2/(d-\lambda)$. Replacing $\lambda$ by $a$ on the right gives

$$\lambda\approx a-\frac{c^2}{d-a},\qquad c^2=|Fu|^2-a^2. \qquad (5)$$

The strength $c$ also follows from the gradient alone, through equation (3). The third point of the manuscript thus holds only for the leading term, and only where that term is not zero.

A diatomic molecule is a case without the correction. For each direction perpendicular to the bond there are two displacements, one a translation and the other a rotation, so no vibration is left to couple. With the bond along $z$, $V_{zz}=rE'(r)$ is the only nonzero element of $V$, and $I_n=\mu r^2$ with the reduced mass $\mu$. Hence

$$\lambda=\frac{rE'}{\mu r^2}=\frac{E'(r)}{\mu r}$$

for both transverse rotations. For carbon monoxide at $r=2.30\,a_0$, the program finds $E'=166.137$ m$E_h/a_0$ from energy differences and $\mu=6.8605$ u. The formula gives $166.137/(6.8605\times2.30)=10.529$ m$E_h/(a_0^2\,$u$)$, in agreement with the Hessian eigenvalue; it corresponds to 527.5 cm⁻¹. At the equilibrium distance both rotations become null, but the count is then five, not six, because rotation about the bond displaces no nucleus.

## The water geometry of the manuscript

Place water in the $yz$ plane with its twofold axis along $z$. Then $V_{xx}=0$, because all $x$ coordinates vanish, and the reflection $y\to-y$ removes $V_{yz}$. The numerators of equation (3) are

$$W_x=V_{yy}+V_{zz},\qquad W_y=V_{zz},\qquad W_z=V_{yy}.$$

The scan adds a constraint of its own. Changing the common bond length at fixed angle is a uniform scaling of the molecule, so optimizing that length makes $\mathrm{tr}\,V=0$. Hence $W_x=0$ and $W_y=-W_z$. The in-plane rotation has no linear term, although the gradient is far from zero, and the other two have opposite signs.

The three displacements out of the plane consist of one translation and two rotations. There is no out-of-plane vibration, and the reflection separates the two rotations from each other. Their mean curvatures are therefore eigenvalues. With $V_{zz}=39.120$ m$E_h$, $I_y=2.4460$ and $I_z=3.8492$ u$\,a_0^2$,

$$\lambda_y=\frac{39.120}{2.4460}=15.99,\qquad \lambda_z=\frac{-39.120}{3.8492}=-10.16$$

in m$E_h/(a_0^2\,$u$)$. Since $1\,E_h/(a_0^2\,$u$)$ corresponds to a squared wavenumber of $(5140.49$ cm$^{-1})^2$, the first gives $5140.49\sqrt{0.01599}\approx650$ cm⁻¹, and the second gives −518 cm⁻¹ in the same way. These are two of the author's unexplained modes. All numbers quoted here belong to RHF/6-31G and are not converged in the basis. In cc-pVDZ the equilibrium angle of water is 104.6°. The rotations about $x$, $y$ and $z$ then lie at −34, 422 and −336 cm⁻¹ at 99.55°, and at −86, 623 and −561 cm⁻¹ twelve degrees below that equilibrium. The pattern of signs is the same.

The signs follow from the strain. At too small an angle the energy falls when the hydrogens move apart along $y$, so $V_{yy}$ is negative. At twelve degrees above the equilibrium angle the signs interchange, and the modes about $y$ and $z$ appear at −728 and 368 cm⁻¹.

The in-plane rotation is odd under the reflection $y\to-y$. The odd in-plane displacements are one translation, this rotation and one vibration, the antisymmetric stretch. Equation (5) therefore applies with $a=0$. The program gives $c=12.749$ and $d=599.21$, both in m$E_h/(a_0^2\,$u$)$, so that

$$\lambda_x\approx-\frac{12.749^2}{599.21}=-0.2713 .$$

The Hessian eigenvalue is −0.2711, or −85 cm⁻¹. The small difference comes from replacing $\lambda$ by $a$ in the denominator: $-12.749^2/(599.21+0.27)$ gives −0.2711. With $a=0$ and $d>0$ the shift is negative on both sides of the equilibrium angle; at +12° it gives −62.5 cm⁻¹.

The scaling suggested in the third point can now be examined. Between −6° and −12° the norm of the gradient grows by a factor $45.62/22.38=2.04$. The eigenvalues about $y$ and $z$ grow by 1.86 and 2.31, and the in-plane one by 4.5. The first two are not strictly proportional to the norm because the shape changes as well: their common $|W|$ grows by 2.14, while $I_y$ rises by 15% and $I_z$ falls by 7%. The in-plane factor is close to the square of the gradient ratio, $2.038^2=4.15$, as expected for a quadratic term with similar changes of shape.

The pattern of signs depends on the strain. With both bonds stretched by 5% at the equilibrium angle, the three rotations appear at 801, 785 and 808 cm⁻¹ about $x$, $y$ and $z$. With both bonds compressed by 5%, all three are imaginary, at −996, −985 and −1001 cm⁻¹. These imaginary modes are no evidence of a transition state. Counting negative eigenvalues classifies a stationary point, and here the gradient is not zero; along the true rotation the energy does not change at all.

The square root between curvature and wavenumber also matters for incomplete optimizations. Where the linear term dominates, reducing every component of the gradient a hundredfold at nearly fixed shape reduces a rotational wavenumber only about tenfold.

## What the sum rules say about orbital response

The second point of the manuscript takes the zero translations as a clean bill for the integrals and the nonzero rotations as a fault of the coupled-perturbed equations. The rotations have been accounted for without any such fault. It remains to ask which sum rule needs the response in order to hold. The case examined below is a response left out altogether, not a partly converged one.

Write the Hartree–Fock energy as a stationary value of $L(\mathbf R,C,\epsilon)$, where $C$ are the orbital coefficients in the atomic basis and $\epsilon$ are the multipliers that keep the orbitals orthonormal. Stationarity gives $\mathbf g=\partial L/\partial\mathbf R$ at fixed $C$ and $\epsilon$. Differentiating once more along a nuclear displacement $t$ gives

$$Ht=L_{RR}\,t+L_{RC}\,C'+L_{R\epsilon}\,\epsilon' , \qquad (6)$$

where subscripts denote partial derivatives and primes denote derivatives along $t$. The coupled-perturbed equations supply $C'$ and $\epsilon'$.

In a translation the basis functions move with the nuclei and all molecular integrals stay the same. The old coefficients still solve the equations, so $C'=0$ and $\epsilon'=0$. Moreover, $L$ at fixed $C$ and $\epsilon$ is itself unchanged, so $L_{RR}\,t=0$ separately. The translational rule is therefore satisfied even if the response is left out altogether.

In a rotation the centres of the basis functions move, but the $p$ functions keep their orientation in the laboratory. Their coefficients must mix for the orbitals to turn with the molecule. In general $C'$ is then not zero, and equation (1) needs the response. A basis of $s$ functions only, such as 6-31G for H$_3^+$, is an exception: there $L$ at fixed $C$ and $\epsilon$ is unchanged by a rotation, and equation (1) holds without the response.

The program tests this on a distorted ammonia molecule without symmetry. Omitting the response leaves the translational residual below $10^{-11}\,E_h/a_0^2$. For rotations, the largest component of $Ht_{\mathbf n}$ is 0.175 $E_h/a_0$. Its largest deviation from $\mathbf n\times\mathbf g$ is $2\times10^{-8}\,E_h/a_0$ with the response and 0.136 $E_h/a_0$ without it.

The author should therefore report the residual of equation (1), which needs only the gradient and the Hessian already computed. A small residual is a necessary condition: it examines three directions and leaves the vibrational block untested. For that block, finite differences of gradients are an independent check. Along three random directions in the ammonia example they agree with the analytic Hessian to $3\times10^{-6}\,E_h/a_0^2$.

## What projection does

Let $P$ project onto the complement of the three translations and three rotations. The matrix $PFP$ annihilates those six vectors whatever $F$ is, including an $F$ without orbital response. Six zeros after projection therefore confirm nothing about the Hessian, contrary to the fourth point.

Projection remains a legitimate definition of vibrations orthogonal to rigid motion, but it changes the matrix. In the scan geometry, the antisymmetric stretch has curvature $d=599.21$ m$E_h/(a_0^2\,$u$)$ after projection. Before it, the eigenvalues of the $2\times2$ problem must add up to $a+d$ with $a=0$, so the stretch lies at $599.21+0.27=599.48$. The projected wavenumber is $5140.49\sqrt{0.59921}\approx3979$ cm⁻¹, and the change is $3979\times0.27/(2\times599.2)\approx0.9$ cm⁻¹. Away from a stationary point, vibrational curvatures also depend on the choice of coordinates: along a curved path the gradient acts on the acceleration, just as it did for the rotation. If the author wishes to keep the projected wavenumbers, the manuscript should state that they belong to a non-stationary geometry and to straight Cartesian displacements, and give the gradient there.

## Values computed for the example and the checks

```
RHF/6-31G; k = curvature in mEh/(a0^2 u); negative cm^-1 = imaginary
masses: O 15.999 u, H 1.008 u
sqrt(1 Eh/(a0^2 u)) = 5140.49 cm^-1
zero threshold |k| < 0.010 mEh/(a0^2 u)
water equilibrium: r = 1.7945 a0, angle = 111.55 deg
  zero modes: 6
water, bonds +5%: r = 1.8843 a0, angle = 111.55 deg
  |g| = 77.063 mEh/a0, zero modes: 3
  x: W=167.660 mEh, I=6.9043 u a0^2, W/I=24.2833, k=24.2824, 801.0 cm^-1
  y: W=46.866 mEh, I=2.0112 u a0^2, W/I=23.3029, k=23.3029, 784.7 cm^-1
  z: W=120.794 mEh, I=4.8932 u a0^2, W/I=24.6862, k=24.6863, 807.7 cm^-1
  x coupling: c=0.6285, d=466.722, second-order k=24.2824
water, bonds -5%: r = 1.7048 a0, angle = 111.55 deg
  |g| = 108.486 mEh/a0, zero modes: 3
  x: W=-212.351 mEh, I=5.6518 u a0^2, W/I=-37.5720, k=-37.5723, -996.4 cm^-1
  y: W=-60.463 mEh, I=1.6463 u a0^2, W/I=-36.7260, k=-36.7260, -985.1 cm^-1
  z: W=-151.888 mEh, I=4.0055 u a0^2, W/I=-37.9197, k=-37.9197, -1001.0 cm^-1
  x coupling: c=0.5424, d=899.691, second-order k=-37.5723
water, angle -6 deg: r = 1.8018 a0, angle = 105.55 deg
  |g| = 22.384 mEh/a0, zero modes: 3
  x: W=0.000 mEh, I=6.2770 u a0^2, W/I=0.0000, k=-0.0603, -39.9 cm^-1
  y: W=18.244 mEh, I=2.1274 u a0^2, W/I=8.5759, k=8.5759, 476.0 cm^-1
  z: W=-18.244 mEh, I=4.1496 u a0^2, W/I=-4.3967, k=-4.3967, -340.9 cm^-1
  x coupling: c=6.1405, d=625.576, second-order k=-0.0603
water, angle -12 deg: r = 1.8098 a0, angle = 99.55 deg
  |g| = 45.619 mEh/a0, zero modes: 3
  x: W=0.000 mEh, I=6.2952 u a0^2, W/I=0.0000, k=-0.2711, -84.6 cm^-1
  y: W=39.120 mEh, I=2.4460 u a0^2, W/I=15.9937, k=15.9937, 650.1 cm^-1
  z: W=-39.120 mEh, I=3.8492 u a0^2, W/I=-10.1631, k=-10.1631, -518.2 cm^-1
  x coupling: c=12.7494, d=599.214, second-order k=-0.2713
water, angle +12 deg: r = 1.7818 a0, angle = 123.55 deg
  |g| = 38.796 mEh/a0, zero modes: 3
  x: W=0.000 mEh, I=6.2400 u a0^2, W/I=0.0000, k=-0.1480, -62.5 cm^-1
  y: W=-25.498 mEh, I=1.2715 u a0^2, W/I=-20.0533, k=-20.0532, -727.9 cm^-1
  z: W=25.498 mEh, I=4.9685 u a0^2, W/I=5.1320, k=5.1320, 368.3 cm^-1
  x coupling: c=10.1446, d=695.062, second-order k=-0.1481
powers of |g|, -6 to -12 deg: x 2.11, y 0.88, z 1.18
bonds +5%, x: straight-line d2E = 167.68 mEh/rad^2
  energy change on 0.1 rad arc = -1.3e-13 Eh
distorted ammonia, largest components:
  H*translation: 1.0e-08 Eh/a0^2
  same, no orbital response: 6.9e-12 Eh/a0^2
  H*rotation: 0.17531 Eh/a0
  H*rotation - n x g: 1.9e-08 Eh/a0
  same, no orbital response: 0.13595 Eh/a0
  Hessian vs gradient differences: 2.9e-06 Eh/a0^2
ammonia, height 0.90 a0, relaxed radius 1.7188 a0:
  g_z on N = 70.009 mEh/a0, zero modes: 4
CO equilibrium r = 2.1367 a0, zero modes: 5
CO at r = 2.30 a0: E' = 166.137 mEh/a0, mu = 6.8605 u
  E'/(mu r) = 10.5288, k = 10.5289, 527.5 cm^-1, zero modes: 3
```
